# Dissociative sticking of oxygen with strong repulsion between adsorbed atoms

## A chain in which no two neighbours are occupied

Take a closed chain of \(N\) adsorption sites holding \(M\) oxygen atoms, and suppose that no two atoms are neighbours. The chain has \(N\) neighbour pairs, or bonds. Each atom touches two bonds, and no bond is touched by two atoms, so \(2M\) bonds are blocked. The fraction of bonds with both ends empty is

\[
\frac{N-2M}{N}=1-2\theta ,\qquad \theta=\frac{M}{N}. \tag{1}
\]

If the atoms were instead placed independently, two neighbouring sites would both be empty with probability \((1-\theta)^2=1-2\theta+\theta^2\). Separating the atoms therefore reduces the number of empty pairs. Two atoms side by side share a blocked bond, whereas two separated atoms do not.

A molecule that needs two empty neighbouring sites to dissociate sees this difference directly. The sections below extend the count to other lattices and to finite repulsion, and state when it describes sticking.

## What is meant by sticking

Let each site have \(z\) nearest neighbours. An arriving molecule strikes one neighbour pair, chosen at random. If either site is occupied, the molecule returns to the gas. If both are empty, it dissociates with a probability \(s_0\) that does not depend on coverage. The sticking probability is then

\[
s(\theta)=s_0\,S(\theta),\qquad S(\theta)=P_{00}, \tag{2}
\]

where \(P_{00}\) is the probability that both sites of a randomly chosen pair are empty. The difficulty of changing the spin of an oxygen molecule on its way to dissociation is part of \(s_0\), provided that it is the same at all coverages. A mobile precursor, which could search several pairs before leaving, is excluded.

Two adsorbed atoms on neighbouring sites repel with energy \(w>0\). Two further assumptions fix where this energy acts.

First, the landing molecule does not feel it in the transition state. If an infinite repulsion also acted between the two atoms being formed, they could never occupy neighbouring sites, and \(S\) would vanish at every coverage. "Infinitely strong" here means \(w\gg kT\) for the atoms already adsorbed, with \(w\) still small enough for a fresh pair to land and then separate.

Second, the atoms reach equilibrium between impacts. The pair probabilities are those of thermal equilibrium at the current coverage and surface temperature \(T\).

## Counting pairs on any lattice

Let \(P_{11}\) be the probability that both sites of a pair are occupied, and \(P_{01}\) the probability that the first is empty and the second occupied. Averaged over all bonds and both directions, \(P_{10}=P_{01}\). The second site is occupied with probability \(\theta\) and the first is empty with probability \(1-\theta\), so

\[
P_{11}+P_{01}=\theta,\qquad P_{00}+P_{01}=1-\theta. \tag{3}
\]

Subtracting the first relation from the second eliminates \(P_{01}\):

\[
P_{00}=1-2\theta+P_{11}. \tag{4}
\]

No interaction law has entered. Independent atoms have \(P_{11}=\theta^2\), which gives \(S=(1-\theta)^2\). Atoms that are never neighbours have \(P_{11}=0\), which gives

\[
S=1-2\theta . \tag{5}
\]

The hard limit is thus an identity, valid for any arrangement without occupied neighbours, ordered or not. Since \(P_{11}\) cannot be negative, (5) is also a lower bound on \(P_{00}\) at given coverage, whatever the interaction.

The lattice must be able to hold the coverage. A square lattice reaches \(\theta=1/2\) with a checkerboard. On a triangular lattice each elementary triangle can hold at most one atom. There are two triangles per site, and each atom belongs to six, so \(6\theta\le2\) and \(\theta\le1/3\). At \(\theta=1/3\), (5) still gives \(P_{00}=1/3\), but a newly landed pair can no longer be accommodated without occupied neighbours. The empty-pair fraction then no longer measures lasting uptake.

## The quasi-chemical approximation

For finite \(w\), \(P_{11}\) must be calculated. The quasi-chemical approximation assumes that bonds are correlated only through the sites they share, as on a lattice without closed loops. A configuration can then be built outward from one site. Adding a neighbour in state \(j\) to a site in state \(i\) contributes the conditional probability \(P_{ij}/P_i\), with \(P_1=\theta\) and \(P_0=1-\theta\). In the finished product each bond supplies one factor \(P_{ij}\). An interior site appears in \(z\) bonds but must be counted once, so it carries \(P_i^{-(z-1)}\):

\[
\text{Prob}=\prod_{\text{bonds}}P_{ij}\prod_{\text{sites}}P_i^{-(z-1)} . \tag{6}
\]

The entropy is \(-k\) times the mean logarithm of this probability. With \(z/2\) bonds per site, the free energy per site divided by \(kT\) is

\[
\begin{aligned}
\phi={}&\frac z2\frac{w}{kT}P_{11}
+\frac z2\left[P_{11}\ln P_{11}+2P_{01}\ln P_{01}+P_{00}\ln P_{00}\right]\\
&-(z-1)\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].
\end{aligned}\tag{7}
\]

The factor 2 counts the two orientations of a mixed pair. At fixed coverage the last line is constant, and (3) gives \(dP_{01}/dP_{11}=-1\) and \(dP_{00}/dP_{11}=+1\). Because \(d(P\ln P)/dP=\ln P+1\),

\[
\frac{d\phi}{dP_{11}}=\frac z2\left[\frac{w}{kT}
+(\ln P_{11}+1)-2(\ln P_{01}+1)+(\ln P_{00}+1)\right]. \tag{8}
\]

The constants cancel. Setting the derivative to zero gives

\[
\frac{P_{11}P_{00}}{P_{01}^2}=B,\qquad B=e^{-w/kT}. \tag{9}
\]

This has the form of a mass-action law for the exchange of two mixed pairs for one occupied and one empty pair. The second derivative,

\[
\frac{d^2\phi}{dP_{11}^2}=\frac z2\left(\frac1{P_{11}}+\frac2{P_{01}}+\frac1{P_{00}}\right)>0, \tag{10}
\]

shows that the stationary point is a minimum. For \(B>0\) it exists and is unique: the slope (8) runs from \(-\infty\), where \(P_{11}\) or \(P_{00}\) vanishes, to \(+\infty\), where \(P_{01}\) vanishes.

This derivation gives every site the same mean occupation. It therefore does not describe a state in which two sublattices have different coverages, and on a square lattice with strong repulsion such order sets in well before half coverage. For \(z=4\) and small \(B\) the uniform solution of the pair approximation is unstable against it above \(\theta\approx0.25\), and the square lattice with infinite repulsion orders near \(\theta\approx0.37\). The identity (4) is unaffected by this restriction.

## Solving for the empty pairs

Write \(x=P_{01}\). Relations (3) give \(P_{11}=\theta-x\) and \(P_{00}=1-\theta-x\), so (9) becomes

\[
(\theta-x)(1-\theta-x)=Bx^2 . \tag{11}
\]

The left side is \(\theta(1-\theta)-x+x^2\), because the coefficients of \(-x\) add to \(\theta+(1-\theta)=1\). Hence

\[
(1-B)x^2-x+\theta(1-\theta)=0, \tag{12}
\]

\[
x_\pm=\frac{1\pm b}{2(1-B)},\qquad
b=\sqrt{1-4\theta(1-\theta)(1-B)} . \tag{13}
\]

For \(0<B<1\) the upper root exceeds \(1/2\). A mixed-pair probability cannot exceed the smaller of \(\theta\) and \(1-\theta\), which is at most \(1/2\), so the lower root is the physical one. Multiplying its numerator and denominator by \(1+b\), and using \(1-b^2=4\theta(1-\theta)(1-B)\), removes the apparent singularity at \(B=1\):

\[
P_{01}=\frac{2\theta(1-\theta)}{1+b}. \tag{14}
\]

The relative sticking probability is therefore

\[
S=1-\theta-\frac{2\theta(1-\theta)}{1+b}. \tag{15}
\]

The number of neighbours \(z\) has dropped out. Direct numerical minimisation of (7) at coverages 0.1, 0.3, 0.5 and 0.7, with \(B=1\), 0.3 and 0.01, reproduces the resulting \(P_{11}\) to within \(4\times10^{-9}\).

**No repulsion.** At \(B=1\), \(b=1\) and \(P_{01}=\theta(1-\theta)\). Then

\[
S=(1-\theta)-\theta(1-\theta)=(1-\theta)^2 . \tag{16}
\]

**Infinite repulsion.** As \(B\to0\), \(b^2\to1-4\theta+4\theta^2=(1-2\theta)^2\), so \(b\to|1-2\theta|\). Below half coverage \(1+b=2(1-\theta)\), hence \(P_{01}=\theta\), \(P_{11}=0\) and

\[
S=1-2\theta\qquad(\theta\le1/2). \tag{17}
\]

Above half coverage \(1+b=2\theta\), so \(P_{01}=1-\theta\) and \(S=0\). This branch has \(P_{11}=2\theta-1>0\), and its energy diverges with \(w\). It is a formal continuation, not a state reached with infinite repulsion.

The difference between (16) and (17) is \(\theta^2\). Both laws have initial slope \(-2\), since a single atom blocks the same number of pairs in either case. The repulsion appears at second order, when two atoms can share a blocked bond.

On a lattice that fills at half coverage, such as the square lattice, the hard law can also be written \(S=1-\theta/\theta_{\max}\) with \(\theta_{\max}=1/2\). A linear fall of sticking with coverage therefore does not by itself identify single-site adsorption.

## How strong is strong enough?

By (4), the excess of \(S\) over the hard law is \(P_{11}\). For small \(B\) and coverage not too near one half, insert the hard-limit values \(P_{01}=\theta\) and \(P_{00}=1-2\theta\) into (9):

\[
P_{11}\simeq\frac{B\theta^2}{1-2\theta}. \tag{18}
\]

This requires \(P_{11}\ll1-2\theta\), or \(\sqrt B\,\theta\ll1-2\theta\). At \(\theta=0.3\) and \(B=10^{-4}\), numerical minimisation gives 0.9998 times this leading term.

At half coverage the expansion fails because the empty pairs have disappeared from the zeroth-order state. There \(b=\sqrt B\), and (14) gives \(P_{01}=1/[2(1+\sqrt B)]\). Subtracting from \(\theta=1/2\),

\[
P_{11}=\frac12-\frac1{2(1+\sqrt B)}
=\frac{\sqrt B}{2(1+\sqrt B)}. \tag{19}
\]

Within the quasi-chemical approximation the correction is thus of order \(B\) at lower coverage and of order \(\sqrt B\) at half coverage.

## Growth of the oxygen layer

Let \(F\) be the number of molecules arriving per site and second. Each successful impact adds two atoms, so without desorption

\[
\frac{d\theta}{dt}=2s_0F\,S(\theta). \tag{20}
\]

Starting from a clean surface, independent atoms give

\[
2s_0Ft=\int_0^\theta\frac{dq}{(1-q)^2}
=\frac1{1-\theta}-1=\frac{\theta}{1-\theta}, \tag{21}
\]

whereas the hard law gives

\[
2s_0Ft=\int_0^\theta\frac{dq}{1-2q}
=-\frac12\ln(1-2\theta). \tag{22}
\]

Solving (22) for the coverage yields \(\theta=\frac12(1-e^{-4s_0Ft})\), an exponential approach to half coverage on a lattice that can hold it, provided that the atoms stay in equilibrium. At small coverage the right sides of (21) and (22) are \(\theta+\theta^2+\theta^3+\cdots\) and \(\theta+\theta^2+\frac43\theta^3+\cdots\). At low coverage the times therefore differ by a fraction of about \(\theta^2/3\), while the sticking probabilities differ by a fraction of about \(\theta^2\). For the same relative accuracy, a measured uptake time separates the laws less readily than the sticking probability does.

## A square metal face

Consider a square array with \(z=4\) and site spacing 0.28 nm. Let \(w=0.20\) eV, the surface temperature be 500 K, and \(s_0=0.50\). Oxygen gas at 300 K has a pressure of \(1.0\times10^{-8}\) Torr. These are rough, round parameters for oxygen on a square face of a transition metal; they do not represent a particular metal.

With \(kT=0.0431\) eV, \(w/kT=4.64\) and \(B=e^{-4.64}=0.0096\). Equation (15) gives:

| \(\theta\) | \((1-\theta)^2\) | \(1-2\theta\) | \(S\), finite \(w\) |
|---|---|---|---|
| 0.2 | 0.640 | 0.600 | 0.601 |
| 0.4 | 0.360 | 0.200 | 0.207 |
| 0.5 | 0.250 | 0.000 | 0.045 |

At \(\theta=0.4\), (18) estimates the excess as \(0.00964\times0.16/0.20=0.0077\), against 0.0072 from the full formula. At half coverage (19) gives 0.045, but this value should not be used for a square lattice, where the atoms order into a checkerboard. An atom on the nearly empty sublattice has four occupied neighbours and costs \(4w\). At half coverage the chemical potential is \(2w\), so a fraction of about \(e^{-2w/kT}=B^2\) of those sites is occupied. They are half of all sites, and each such atom makes four occupied bonds out of two bonds per site, so \(S=P_{11}\simeq B^2\approx9\times10^{-5}\). The sticking is still not exactly zero at finite \(w\), but it is several hundred times smaller than the uniform approximation suggests.

The gas flux is \(3.585\times10^{12}\) molecules per cm² and second. A site occupies \((0.28\times10^{-7}\text{ cm})^2=7.84\times10^{-16}\) cm², hence \(F=2.81\times10^{-3}\) s\(^{-1}\). Since \(2s_0=1\), the times to reach \(\theta=0.4\) are

\[
t_{\rm ideal}=\frac{0.4/0.6}{2.811\times10^{-3}\ \text{s}^{-1}}=237\ \text{s},\qquad
t_{\rm hard}=\frac{-\frac12\ln0.2}{2.811\times10^{-3}\ \text{s}^{-1}}=286\ \text{s}. \tag{23}
\]

Using (15) in (20) gives 284 s; including the closed loops of the square lattice, discussed in the next section, raises this by about 2 s. At fixed pressure, temperature and \(s_0\), the hard repulsion lengthens the exposure by 21%, although at the end of it the sticking probability is lower by 44%.

## Correlations around closed loops

A square lattice has closed loops, which (6) ignores. Transfer-matrix calculations on infinitely long periodic strips include them. For infinite repulsion at \(\theta=0.4\), directly counting empty pairs on a strip eight sites wide gives 0.200000, as (5) requires. Adding a repulsion of 0.05 eV between diagonal neighbours leaves this value unchanged.

At \(w=0.20\) eV without diagonal repulsion, a strip ten sites wide gives \(S=0.2005\); going from width eight to ten changes it by \(-3\times10^{-5}\). The quasi-chemical value 0.207 is therefore about 3% too high relative to the strip. Its small excess over the hard law is much less accurate: 0.0072 instead of 0.0005. The main cause is checkerboard order, which the uniform approximation omits: if the two sublattices are allowed different coverages in the same pair approximation, the excess falls to 0.0003.

With the diagonal repulsion included, \(S\) rises to 0.2094 on the strip of width eight. This value still grows slowly with width, to 0.2096 at ten and 0.2098 at fourteen, so it is best read as about 0.21. Diagonal neighbours are all occupied in a perfect checkerboard, so this interaction raises the energy of that arrangement. For finite \(w\) it can therefore change \(P_{11}\), even though it cannot change the hard-limit identity.

## When the landing molecule feels its neighbours

The assumption about the transition state is more delicate. Suppose each occupied outer neighbour raises the transition-state energy by \(\alpha w\), and represent its effect by a factor \(f=e^{-\alpha w/kT}\). On a lattice where no site neighbours both members of a pair, such as the square lattice, an empty pair has \(2(z-1)\) outer neighbour positions. In the quasi-chemical approximation these are independent once the pair is known to be empty, each being occupied with probability \(P_{01}/(1-\theta)\). One position contributes an average factor

\[
\left(1-\frac{P_{01}}{1-\theta}\right)+\frac{P_{01}}{1-\theta}f
=1-\frac{P_{01}}{1-\theta}(1-f), \tag{24}
\]

and therefore

\[
S_\alpha=P_{00}\left[1-\frac{P_{01}}{1-\theta}(1-f)\right]^{2(z-1)}. \tag{25}
\]

The constant repulsion between the two atoms being formed is absorbed in \(s_0\). At low coverage \(P_{01}/(1-\theta)\simeq\theta\), so the initial slope becomes \(-[2+2(z-1)(1-f)]\), steeper than the common slope \(-2\) of (16) and (17).

For \(\alpha=0.1\), \(f=0.629\). At \(\theta=0.1\) the sticking falls from 0.80 to 0.62. At \(\theta=0.4\), (25) gives

\[
S_\alpha=0.207\left[1-\frac{0.393}{0.600}(0.371)\right]^6\simeq0.039. \tag{26}
\]

The strip of width ten gives 0.066. The two methods disagree substantially, mainly because (25) omits checkerboard order: with two sublattice coverages the same pair approximation gives about 0.067. Both place \(S\) far below 0.20. This is a sensitivity estimate: it uses the surface temperature in \(f\), although the incoming gas is colder.

## Do the atoms separate in time?

If landed pairs never move, each remains an occupied bond. There are \(\theta/2\) such pairs per site and \(z/2\) bonds per site, so they contribute \(\theta/z\) to \(P_{11}\). To first order in coverage, (4) then gives

\[
S_{\rm immobile}\simeq1-\left(2-\frac1z\right)\theta . \tag{27}
\]

At low coverage the sticking therefore falls more slowly than in either equilibrium limit. Simulated random landing of immobile pairs on the square lattice gives \(S=0.399\pm0.001\) at \(\theta=0.4\), above even the independent-atom value 0.360. If the landing molecule does not feel its neighbours, repulsion lowers sticking only when the adsorbed atoms can move in response to it.

For an assumed hop barrier of 0.80 eV and attempt rate \(10^{13}\) s\(^{-1}\), an isolated atom hops \(8.6\times10^4\) times per second at 500 K, or about \(3\times10^7\) times during the interval \(1/F\), in which one molecule arrives per site on average. This supports local separation. It does not establish that long-range order forms equally fast. Well below half coverage this does not matter, because (5) needs only the absence of occupied neighbours. Close to half coverage on a square lattice, however, atoms can avoid one another only by forming a nearly perfect checkerboard, so slow ordering would leave \(S\) above the hard law.

Desorption must also be slow. With an assumed barrier of 2.50 eV, measured from two separated atoms without occupied neighbours, the rate is \(6\times10^{-13}\) s\(^{-1}\). A fresh pair may land in a crowded place. Its six outer positions are two end sites, two adjacent sites on one side and two on the other. If the old atoms are not neighbours of one another, at most four positions are occupied. Including the repulsion within the new pair, the stored energy is \(5w=1.0\) eV. If all of it lowers the desorption barrier, 1.50 eV remains and the rate is \(8\times10^{-3}\) s\(^{-1}\), still far below the isolated-atom hop rate.

## Use for real surfaces

The example lies in the regime of low-pressure oxygen adsorption on a metal, but its energies are rough. The result is sensitive to the assumption that an arriving molecule does not feel atoms beside its landing pair. In this example, letting the transition state feel one tenth of \(w\) reduces \(S\) at \(\theta=0.4\) from about 0.20 to 0.07 on the strip. This is a factor of 3.0, whereas the two original laws differ there by a factor of 1.8. Oxide formation, penetration below the surface, steps and mobile precursors are also outside the model. So is dissociation that needs a larger empty area: on faces such as Ni(100) and Pd(100) oxygen is described as landing on diagonal sites whose own neighbours must also be empty, and it orders near quarter coverage, so the two-site rule (2) does not describe sticking there. Equation (17) can be applied when equilibrated atoms avoid neighbouring sites, the lattice can accommodate them, and dissociation depends only on the two sites struck. Most of the values are listed with more digits in the numerical output.

## Computed values

```
QCA minus minimisation, largest P11 difference: 3.7e-09
QCA minus chain/tree, largest difference: 8.9e-16
Small-B P11 / leading term (theta 0.3, B 1e-4): 0.99980
Site spacing: 0.28 nm; neighbours z: 4
Neighbour repulsion w: 0.20 eV
Surface temperature: 500 K; gas: 300 K
O2 pressure: 1.0e-08 Torr; s0: 0.50
kT at surface: 0.04309 eV; w/kT: 4.642; B: 0.00964
theta   S ideal   S hard    S finite-w QCA   P11 QCA
0.1     0.8100    0.8000    0.80012          0.00012
0.2     0.6400    0.6000    0.60064          0.00064
0.3     0.4900    0.4000    0.40213          0.00213
0.4     0.3600    0.2000    0.20718          0.00718
0.5     0.2500    0.0000    0.04470          0.04470
The following S values are at theta = 0.4
Hard square strip, counted S: 0.200000
Hard strip with diagonal repulsion, S: 0.200000
Finite-w strip, width 10, S: 0.20052
Shift of S, width 8 to 10: -2.7e-05
Diagonal repulsion: 0.05 eV
Finite-w strip with diagonal repulsion, width 8, S: 0.20938
Immobile pairs, S: 0.3991 +/- 0.0006
Transition state feels fraction alpha of w: 0.10; f: 0.6286
  S from QCA: 0.0389
  S from strip, width 10: 0.0663
  Shift, width 8 to 10: -5.2e-06
  S from QCA at theta 0.1: 0.6216
Triangular lattice, maximum coverage: 0.3333
  Empty-pair fraction there: 0.3333
O2 flux: 3.585e+12 per cm2 per s
Impacts per site F: 2.8109e-03 per s
Time to theta 0.4, ideal: 237.2 s
Time to theta 0.4, hard: 286.3 s
Time to theta 0.4, finite-w QCA: 284.0 s
Time ratio hard/ideal: 1.2071
Attempt rate: 1.0e+13 per s; hop barrier: 0.80 eV
Hop rate: 8.64e+04 per s; hops per impact: 3.07e+07
Pair desorption barrier, isolated: 2.50 eV
Pair desorption rate, isolated: 6.33e-13 per s
Most outer atoms around a landing pair: 4
Crowded pair barrier: 1.50 eV
Crowded pair desorption rate: 7.60e-03 per s
```
